# Random Adsorption with Neighbour Exclusion on a Three-by-Three Grid

## The problem

Nine adsorption sites form an open square grid. "Open" means that the grid ends at its boundary: a site on the left side is not a neighbour of one on the right. Number the sites by rows:

$$
\begin{matrix}
0&1&2\\
3&4&5\\
6&7&8
\end{matrix}
$$

Sites 0, 2, 6 and 8 are corners, sites 1, 3, 5 and 7 are edge sites, and site 4 is the centre.

Molecules arrive one at a time. A molecule that lands on a site stays there and closes the horizontal and vertical neighbours of that site. Diagonal neighbours remain available. Each site that is still open is equally likely to receive the next molecule. Filling stops when no open site is left, and the grid is then called jammed.

**(a)** By enumerating the first choices, show that the mean final number of molecules is $533/135$.

**(b)** Use this grid as a model of nine hydroxyl sites exposed to tantalum pentachloride in one half-cycle of atomic layer deposition. Take a site spacing $a=0.45$ nm, an effective molecular diameter $d=0.60$ nm, a temperature of 523 K, a precursor pressure of 0.01 Torr and a pulse of 0.5 s. A hit on an open site reacts with probability 0.01. Find the mean tantalum density after saturation, decide whether the pulse is long enough, and judge which neglected effects matter most.

## Hints

1. Symmetry leaves three kinds of first choice. How likely is each kind?
2. After each first choice, cross out the occupied site and its neighbours. Draw the sites that remain and the links between them.
3. Let $M(S)$ be the mean number of molecules still to be added when $S$ is the set of open sites. Condition on the next site to be filled.
4. If the remaining sites fall into pieces with no links between them, treat each piece separately. Start with a path of three sites and a star with three outer sites.
5. For part (b), compare $d$ with the nearest-neighbour and the diagonal spacing. Then compare the pulse length with the mean waiting time for a reaction on an open site.

## Solution of part (a)

### The recursion

Let $|S|$ be the number of open sites, and let $N[v]$ denote site $v$ together with its neighbours. The next molecule lands on each $v$ in $S$ with probability $1/|S|$. It adds one molecule and leaves the open set $S\setminus N[v]$, which is $S$ with the members of $N[v]$ removed. Averaging over the choices gives

$$
M(S)=1+\frac{1}{|S|}\sum_{v\in S}M(S\setminus N[v]),
\qquad M(\varnothing)=0 .
$$

Hits on closed sites do not appear. They change neither the pattern nor the relative chances of the open sites, so they do not affect the final number.

If $S$ consists of unlinked pieces, a molecule in one piece closes nothing in another. Whenever the next molecule lands in a given piece, it is equally likely to take any open site of that piece. Each piece therefore fills as it would alone, and the means add.

### Small pieces

A single site receives one molecule. A linked pair also receives one, because filling either member closes the other.

For a path of three sites, filling an end closes the middle and leaves the other end open, so one more molecule follows. Filling the middle closes both ends. The mean is

$$
P_3=1+\frac{1+0+1}{3}=\frac53 .
$$

A star with three outer sites has a middle site linked to each of them, and the outer sites are not linked to one another. With probability $1/4$ the middle is filled first, and the total is one. With probability $3/4$ an outer site is filled first. This closes the middle, so the other two outer sites are filled later and the total is three. Hence

$$
M_{\rm star}=\frac14\cdot1+\frac34\cdot3=\frac{10}{4}=\frac52 .
$$

### Centre first

A molecule on site 4 closes sites 1, 3, 5 and 7. The four corners remain, with no links between them, and all are filled. The total is

$$
T_{\rm centre}=1+4=5 .
$$

### Edge site first

Take site 1; the other edge sites follow by rotation. A molecule there closes 0, 2 and 4. The remaining sites form the path

$$
3-6-7-8-5 .
$$

The next choice has these consequences:

- Site 3 closes 6 and leaves the path $7-8-5$, with mean $P_3$. Site 5 is its mirror image.
- Site 6 closes 3 and 7 and leaves the pair $8-5$, which takes one molecule. Site 8 is its mirror image.
- Site 7 closes 6 and 8 and leaves 3 and 5 unlinked, so two molecules follow.

The mean for the path is therefore

$$
\begin{aligned}
P_5&=1+\frac{2P_3+2\cdot1+2}{5}\\
&=1+\frac{10/3+4}{5}
=1+\frac{22}{15}
=\frac{37}{15}.
\end{aligned}
$$

Including the molecule on site 1,

$$
T_{\rm edge}=1+\frac{37}{15}=\frac{52}{15}.
$$

### Corner first

Take site 0. It closes 1 and 3, leaving sites 2, 4, 5, 6, 7 and 8. Their links are

$$
2-5,\quad 4-5,\quad 4-7,\quad 5-8,\quad 7-8,\quad 6-7 .
$$

Now count the molecules placed on these six sites, including the next one:

- Site 4 closes 5 and 7, leaving 2, 6 and 8 unlinked. The count is $1+3=4$.
- Site 8 also closes 5 and 7, leaving 2, 4 and 6 unlinked. The count is again 4.
- Site 5 closes 2, 4 and 8, leaving the pair $6-7$. The count is $1+1=2$. Site 7 is its mirror image.
- Site 2 closes 5, leaving a star with 7 in the middle and 4, 6 and 8 outside. The mean count is $1+5/2=7/2$. Site 6 is its mirror image.

The six choices are equally likely, so their mean is

$$
\frac{4+4+2+2+7/2+7/2}{6}=\frac{19}{6},
$$

and the total with the corner molecule included is

$$
T_{\rm corner}=1+\frac{19}{6}=\frac{25}{6}.
$$

### Combining the first choices

On the empty grid the first molecule takes a corner with probability $4/9$, an edge site with probability $4/9$ and the centre with probability $1/9$. Thus

$$
\begin{aligned}
\langle N\rangle
&=\frac49\cdot\frac{25}{6}
 +\frac49\cdot\frac{52}{15}
 +\frac19\cdot5\\
&=\frac{250}{135}+\frac{208}{135}+\frac{75}{135}
=\frac{533}{135}\approx3.95 .
\end{aligned}
$$

This proves the statement. The first molecule has a lasting effect: a centre start leads to 5 molecules, while an edge start leads to about 3.47 on average. An early edge molecule breaks up the arrangement of corners and centre that would hold the most molecules, and the model gives it no way to move.

### A check that does not use the recursion

Write the nine sites in a random order and visit them once each, filling a site if it is still open. At any stage, all open sites are still unvisited, and the order of the unvisited sites is random. The first open site met is therefore equally likely to be any of them. This procedure has the same filling law as the original problem.

There are $9!=362880$ such orders. Direct enumeration of all of them gives 1432704 molecules in total, so

$$
\frac{1432704}{362880}=\frac{533}{135}.
$$

## Solution of part (b)

### Exclusion and density

Treat the adsorbed molecules as discs whose centres cannot be closer than $d$. The diagonal spacing is $\sqrt2\,a=0.636$ nm, so

$$
a=0.45\ {\rm nm}<d=0.60\ {\rm nm}<\sqrt2\,a=0.636\ {\rm nm}.
$$

Nearest neighbours exclude each other and diagonal neighbours do not, as part (a) requires.

Assign an area $a^2$ to each site. The patch then has area $9a^2=1.8225$ nm², and the mean tantalum density is

$$
\frac{\langle N\rangle}{9a^2}
=\frac{3.948}{1.8225\ {\rm nm^2}}
\approx2.17\ {\rm nm^{-2}}
=2.17\times10^{14}\ {\rm cm^{-2}} .
$$

This is a mean over many independent patches, and the area $9a^2$ is a convention that converts molecules per site into molecules per area. Patches placed side by side at this area would have facing sites only $a<d$ apart and would no longer be open. Aligned patches kept a distance $d$ apart need $(2a+d)^2=2.25$ nm² each, which would give 1.75 nm⁻². The number on a single patch has a standard deviation of 0.89 molecules.

### Is the pulse long enough?

For an ideal gas at pressure $P$, the number of molecules of mass $m$ striking unit area per unit time is $P/\sqrt{2\pi mk_BT}$. For tantalum pentachloride, $m=358.2$ atomic mass units. Multiplying by the site area and the reaction probability $s$ gives the reaction rate on an open site,

$$
k=\frac{sPa^2}{\sqrt{2\pi mk_BT}}\approx16.4\ {\rm s^{-1}} .
$$

While sites are open, the mean number of molecules grows as

$$
\frac{d\langle N\rangle}{dt}=k\,\langle n_{\rm open}\rangle ,
$$

where $n_{\rm open}$ is the number of open sites. At early times nearly all nine are open, so $\langle N\rangle\approx9kt$. At late times the few remaining open sites control the approach to saturation. An open site whose neighbours are all closed can only be filled by a direct reaction, so it remains empty for a further time $t$ with probability $e^{-kt}$. For $t=0.5$ s, $kt\approx8.2$ and this probability is about $3\times10^{-4}$.

Solving the rate equations for the probabilities of all allowed patterns gives a shortfall of $5.4\times10^{-4}$ molecules per patch at the end of the pulse. The pulse is long enough in this model, which takes the precursor pressure at the surface to be constant throughout the pulse. Slow delivery or depletion of the precursor in a reactor would lengthen the time needed. The conclusion also rests on the assumed reaction probability: with $s=0.001$, $kt\approx0.82$ and the patch is still about 1.1 molecules short of saturation at the end of the pulse.

### Motion and loss of molecules

Suppose that hopping to a neighbouring site has a barrier of 1.6 eV and desorption a barrier of 2.0 eV, both with an attempt frequency of $\nu=10^{13}$ s⁻¹. These are assumed values. The rate $\nu e^{-E/k_BT}$ is then $3.8\times10^{-3}$ s⁻¹ for a hop in each allowed direction and $5.3\times10^{-7}$ s⁻¹ for desorption.

Hopping during the pulse raises the mean by $2.4\times10^{-3}$ molecules. It can make room: if sites 1, 6 and 8 are occupied, the grid is jammed, but a hop from 1 to 0 opens sites 2 and 4. The result of part (a) thus needs a pulse that is long compared with $1/k$ and short compared with the hopping time. During a purge of 5 s, desorption removes about

$$
3.948\times(5.3\times10^{-7}\ {\rm s^{-1}})\times(5\ {\rm s})
\approx1\times10^{-5}
$$

molecules per patch. With these barriers, both effects are negligible. Because the rates depend exponentially on the barriers, modest changes alter that conclusion: hopping during the pulse raises the mean by 0.17 molecules for a barrier of 1.4 eV and by 0.79 molecules for 1.2 eV.

### Comparison with a real surface

The parameters are assumed for illustration and are not fitted to a particular oxide. This includes the effective diameter, on which the exclusion rule rests: a value above 0.636 nm would close diagonal neighbours too, as Variation 1 shows. The site density of 4.9 nm⁻² represents a surface rich in hydroxyl groups; a surface that has lost some of them at the growth temperature has fewer sites. Real film growth usually takes place on an extended surface, not on isolated patches of nine sites. With the spacing and exclusion rule held fixed, simulated filling of a $60\times60$ periodic grid gives a coverage of 0.364 molecules per site, against 0.439 for the patch. The coverage per site falls by 17 percent; with area $a^2$ per site the density is 1.80 nm⁻². In the patch, eight of the nine sites lack one or two of the four neighbours that they would have on the extended grid.

Hydroxyl groups may also be missing or blocked by a by-product. If each site is independently unusable with probability 0.05, the patch mean falls to 3.85, a loss of 0.10 molecules. Without replacement, the loss would be about $0.05\times3.95\approx0.20$. Part of it is recovered because an unusable site holds no molecule that could close its neighbours.

Of the neglected effects estimated in this part, the limited size of the patch matters most: an extended surface has a coverage per site 17 percent lower. The assumed unusable sites lower the mean by about 3 percent, and the changes from hopping and desorption are far smaller for the assumed barriers.

The hydroxyls on a real oxide need not form a square grid, and one tantalum chloride molecule may react with two of them. Attractions between molecules and differences in site reactivity are also absent here. Their effects have not been estimated, so 2.17 nm⁻² is a result for the stated patch and not a prediction for a tantalum oxide film.

## Variation 1: a slightly larger molecule

**Question.** Increase the diameter to 0.65 nm and keep the site spacing fixed. What is the new mean?

**Solution.** The diameter now exceeds the diagonal spacing of 0.636 nm, so diagonal neighbours are closed as well.

A centre molecule closes the whole grid, giving a total of 1. A molecule on edge site 1 leaves only the bottom row $6-7-8$. This is a three-site path, so the total is $1+5/3=8/3$.

A molecule on corner 0 leaves sites 2, 5, 6, 7 and 8. Sites 5, 7 and 8 now exclude one another, site 2 is linked to 5, and site 6 is linked to 7. The next choice gives these counts on the five sites:

- Site 8 leaves 2 and 6, for a count of 3.
- Site 5 leaves only 6, and site 7 leaves only 2. Each gives a count of 2.
- Site 2 leaves the path $6-7-8$, for a mean count of $1+5/3=8/3$. Site 6 gives the same by reflection.

The total for a corner start is therefore

$$
1+\frac{3+2+2+8/3+8/3}{5}
=1+\frac{37}{15}=\frac{52}{15}.
$$

Combining the three kinds of first choice,

$$
\langle N\rangle
=\frac{4(52/15)+4(8/3)+1}{9}
=\frac{383}{135}\approx2.84 .
$$

The mean falls by 28 percent although the diameter has grown by only 0.05 nm. In this hard-disc model the change is a jump at $d=\sqrt2\,a$, since the diameter enters only by deciding which pairs of sites exclude each other. Among the effects sized here, this is the largest. A real surface with unequal site spacings could contain some diagonal pairs on each side of the threshold, which would smooth the jump.

## Variation 2: histories or patterns?

**Question.** Return to nearest-neighbour exclusion. Find the probability of each final number, and compare the mean with an average that gives every jammed pattern equal weight.

**Solution.** Follow the branches of part (a). A centre start ends with 5 molecules.

After a corner start, the next choice belongs with probability $1/3$ each to the pairs $(4,8)$, $(5,7)$ and $(2,6)$. The first pair leads to 5 molecules and the second to 3. The third leaves a star, which leads to 5 with probability $3/4$ and to 3 with probability $1/4$. A corner start therefore ends with 5 molecules with probability $1/3+1/4=7/12$, and otherwise with 3.

After an edge start, a final number of 4 arises in two ways. Either the middle of the five-site path is filled next, with probability $1/5$, or an end is filled next and then an end of the remaining three-site path, with probability $(2/5)(2/3)$. The sum is $7/15$; otherwise the final number is 3. Hence

$$
\begin{aligned}
p_5&=\frac19+\frac49\cdot\frac7{12}=\frac{10}{27},\\
p_4&=\frac49\cdot\frac7{15}=\frac{28}{135},\\
p_3&=1-p_5-p_4=\frac{19}{45}.
\end{aligned}
$$

The mean is again $3p_3+4p_4+5p_5=533/135$.

Now count the patterns. If the centre is occupied, all four corners must be occupied, which gives one pattern with 5 molecules. If the centre is empty, at least one edge site must be occupied to close it:

- One occupied edge site requires the two corners on the opposite side. This gives four patterns with 3 molecules.
- Two adjacent sides' edge sites require the one corner that they leave open. This gives four more patterns with 3 molecules.
- Two opposite edge sites, or any three, close all the corners but leave an edge site open, so the grid is not yet jammed.
- Four occupied edge sites give one pattern with 4 molecules.

There are ten jammed patterns, and their equally weighted mean is

$$
\frac{8\cdot3+1\cdot4+1\cdot5}{10}=3.3 .
$$

This is lower than 3.95 because the patterns are not equally likely to be reached. The single five-molecule pattern has probability 0.37, while the eight three-molecule patterns share 0.42. The average in part (a) is therefore an average over filling histories. The main numerical results are collected in the numerical output below.

## Computed results

```
Three-site path, mean molecules: 5/3
Three-leaf star, mean molecules: 5/2
Five-site path, mean molecules: 37/15
Six sites after a corner, mean molecules: 19/6
Corner first, mean total: 25/6
Edge site first, mean total: 52/15
Centre first, total: 5
Mean final molecules: 533/135 = 3.9481
Site orders enumerated: 362880
Molecules summed over all orders: 1432704
Probability of 3 molecules: 19/45 = 0.4222; patterns: 8
Probability of 4 molecules: 28/135 = 0.2074; patterns: 1
Probability of 5 molecules: 10/27 = 0.3704; patterns: 1
Distinct jammed patterns: 10
Unweighted pattern mean: 3.3000 molecules
Standard deviation: 0.8888 molecules
Master-equation long-time mean: 3.948148 molecules
Site spacing: 0.45 nm
Diagonal spacing: 0.636 nm
Molecular diameter: 0.60 nm
Patch area: 1.8225 nm2
Site density: 4.938 per nm2
Mean tantalum density: 2.166 per nm2 = 2.166e+14 per cm2
Temperature: 523 K
Precursor pressure: 0.010 Torr
Reaction probability per hit: 0.010
Arrival rate per open site: 16.435 per s
Pulse length: 0.5 s; purge length: 5.0 s
Finite-pulse change: -5.399e-04 molecules
Attempt frequency: 1.0e+13 per s
Hop barrier: 1.6 eV
Hop rate per direction: 3.819e-03 per s
Hopping change in pulse: 2.356e-03 molecules
Desorption barrier: 2.0 eV
Desorption rate: 5.339e-07 per s
Purge desorption loss: 1.054e-05 molecules
Dead-site fraction: 0.05
Mean with dead sites: 3.8464 molecules
Larger diameter: 0.65 nm
Mean with diagonal exclusion: 2.8370 molecules
Patch coverage: 0.4387 per site
Periodic grid: 60 x 60 sites, 40 runs
Extended-surface coverage: 0.3642 per site
Its standard error: 0.00061 per site
Extended-surface density: 1.798 per nm2
Extended relative to patch: -17.0 percent
```
